\section*{Recoil correction of order $(Z\alpha)^5m^2/M$ to hydrogenic energy levels, part 3}

An electron (mass $m$, charge $-e$) is bound to a spinless point nucleus (charge $Ze$, mass $M\gg m$), with $a=Z\alpha\ll1$ and $\hbar=c=1$. We seek the level shift of first order in $m/M$ and order $a^5$, apart from logarithms and without radiative recoil:
\begin{equation}
\Delta E=\frac{m^2c^2}{M}\,\frac{a^5}{\pi n^3}\,P ,
\label{defP}
\end{equation}
Here $P=P_C+P_T+P_S$ (Coulomb, single-transverse, seagull); the static part has no $a^5$ term. With $H=\boldsymbol\alpha\cdot\mathbf{p}+\beta m+V$, $V=-a/r$, $G(z)=(z-H)^{-1}$, reference state $|a\rangle$, $\Delta_n=E_n-E_a$, ``neg'' meaning $E_n<0$, $\mathbf{n}=\mathbf{r}/r$ and $\mathcal{F}^j=ia\,n^j/r^2$,
\begin{align}
E_C&=-\frac1M\sum_{\rm neg}\frac{|\boldsymbol{\mathcal F}_{an}|^2}{(E_a-E_n)^2},\label{EC}\\
E_T&=\frac2{\pi M}\int_0^\infty\!dy\,\mathrm{Re}\sum_n\frac{\mathcal F^j_{an}\,\delta D^j_{na}}{\Delta_n^2+y^2}+\frac2M\,\mathrm{Re}\sum_{\rm neg}p^j_{an}D^j(0)_{na},\label{ET}\\
E_S&=\frac1{\pi M}\int_0^\infty\!dy\sum_n\frac{\Delta_n}{\Delta_n^2+y^2}\,D^j_{an}D^j_{na}.\label{ES}
\end{align}
For excited levels, part (a) estimates the error of these formulas as order $a^6$. Here $D^j(iy)=a\,\alpha^id^{ij}$, $\delta D=D(iy)-D(0)$, $h=(1-e^{-yr})/(y^2r)$,
\begin{equation}
d^{ij}=\delta^{ij}\frac{e^{-yr}}{r}+\partial_i\partial_jh,\qquad\partial_i\partial_jh=\frac{h'}{r}\,(\delta^{ij}-n^in^j)+h''\,n^in^j .
\label{dij}
\end{equation}
Equivalently $d^{ij}=[T(\delta^{ij}-n^in^j)+Ln^in^j]/r$, with $x=yr$, $T=e^{-x}-q$, $L=2q$, $q=(1-e^{-x}-xe^{-x})/x^2$. For $\psi=r^{-1}(G\,\Omega_\kappa,\,iF\,\Omega_{-\kappa})$ and $s=\boldsymbol\sigma\cdot\mathbf{n}$,
\begin{equation}
G'+\frac\kappa rG=(E+m-V)F,\qquad F'-\frac\kappa rF=-(E-m-V)G .
\label{radial}
\end{equation}
With $H_n=\sum_{i=1}^n1/i$ and Euler's constant $\gamma_E$,
\begin{equation}
a_n=-2\Big[\ln\frac2n+H_n+1-\frac1{2n}\Big]\ (l=0),\qquad a_n=\frac1{l(l+1)(2l+1)}\ (l>0),
\label{an}
\end{equation}
In atomic units (lengths $1/ma$), $\langle r^{-3}\rangle=2a_n/n^3$ for $l>0$; for $l=0$, $|\psi(0)|^2=1/\pi n^3$, $\langle\theta(r-\varepsilon)r^{-3}\rangle=(4/n^3)(-\ln\varepsilon-\gamma_E+c_n)+O(\varepsilon)$ and $c_n=\tfrac12a_n+\tfrac32$. Also $P_C=-\tfrac43\,\delta_{l0}$ and
\begin{equation}
P_S=-2\left[\ln\frac1a-\frac73+\frac43\ln2+c_n\right]\ (l=0),\qquad P_S=-a_n\ (l>0).
\label{PS}
\end{equation}
The $l>0$ seagull operator is $-a^2/(2\pi mMr^3)$; $P_S^>$ (``hard seagull'') is the $y>\Lambda$ piece.

For $P_T$, $y$ is divided at $K$ and $\Lambda$, $ma^2\ll K\ll ma\ll\Lambda\ll m$. Only positive levels with $y<\Lambda$ matter at order $a^5$; $y<K$ gives
\begin{equation}
P_T^{\rm low}=\frac83\left[\delta_{l0}\ln\frac{2K}{ma^2}-\ln k_0\right].
\end{equation}
\begin{equation}
\ln k_0(n,l)=\frac{n^3}{2m^3a^4}\sum_{n'}\Delta_{n'}|\mathbf p_{an'}|^2\ln\frac{2|\Delta_{n'}|}{ma^2}.
\end{equation}
The table's Fock model tests the Coulomb, single-transverse and seagull structure (PP, PA, AA).

\paragraph{Solution, $K<y<\Lambda$.} Now $\Delta_n^2\ll y^2$ for the atomic levels, the denominator is $y^2$, and closure over positive levels applies; the levels with $\Delta_n\gtrsim y$ are the tail just estimated, of relative size $\sqrt{ma^2/K}$. Between positive levels the lower components are $\boldsymbol\sigma\cdot\mathbf p/2m$ times the upper ones, so
\begin{equation}
\alpha^id^{ij}\to\frac1{2m}\left(\boldsymbol\sigma\cdot\mathbf p\,\sigma^id^{ij}+d^{ij}\sigma^i\boldsymbol\sigma\cdot\mathbf p\right)=\frac1m\,d^{ij}p^i+\frac1{2m}\,\epsilon^{kil}\sigma^l\,\partial_kd^{ij},
\end{equation}
where $\sigma^k\sigma^i=\delta^{ki}+i\epsilon^{kil}\sigma^l$ was used and $\partial_id^{ij}=0$ allows $p^i$ to be moved through $d^{ij}$. In the spin term, the gradient piece of (\ref{dij}) is removed by $\epsilon^{kil}\partial_k\partial_i=0$, and the remaining piece is proportional to $\epsilon^{kjl}n^k$, which vanishes on contraction with $\mathcal F^j\propto n^j$. The same holds for $d^{ij}(0)$. In the orbital term $n^j\delta d^{ij}=(L-1)n^i/r$, and $i\cdot(-i)=1$, so with $\rho=|\psi|^2$ and $\mathrm{Re}(\psi^*\partial_r\psi)=\tfrac12\partial_r\rho$,
\begin{equation}
E_T^{\rm mid}=\frac2{\pi M}\int_K\frac{dy}{y^2}\,\frac{a^2}{2m}\int\!d^3r\,\frac{L(yr)-1}{r^3}\,\partial_r\rho=\frac{a^2}{\pi mM}\,4\pi\!\int_0^\infty\!dr\,J(Kr)\,\bar\rho\,'(r),
\end{equation}
where $\bar\rho$ is the angular average and $J(X)=\int_X^\infty(L-1)\,dx/x^2$. The upper limit has been moved from $\Lambda$ to infinity. The added piece has $J(\Lambda r)$ in place of $J(Kr)$, behaves as $-1/\Lambda r$ for $r>1/\Lambda$, and is of relative size $(ma/\Lambda)\ln(\Lambda/ma)$, consistent with the vanishing found above for $y>\Lambda$.

For small $X$, consider $\int_0^\infty(L-1)x^{\eta-2}dx$ with $0<\eta<1$. The identity $x^2(L-1)=-2[e^{-x}-1+x-\tfrac12x^2]-2x[e^{-x}-1+x]$ displays each exponential with the Taylor terms subtracted that make the Gamma-function rule valid at $z=\eta-3$ and $z=\eta-2$. The integral is $-2(\eta-2)\Gamma(\eta-3)=-2\Gamma(1+\eta)/[\eta(\eta-1)(\eta-3)]=-\tfrac23[1/\eta-\gamma_E+\tfrac43]+O(\eta)$, where $1/[(1-\eta)(1-\eta/3)]=1+\tfrac43\eta+\dots$ was used. Subtracting $\int_0^X(-\tfrac23x+\tfrac14x^2)x^{\eta-2}dx=-\tfrac23(1/\eta+\ln X)+\tfrac14X$ gives
\begin{equation}
J(X)=\tfrac23\left[\ln X+\gamma_E-\tfrac43\right]-\tfrac14X+\dots
\end{equation}
Quadrature at $X=10^{-5}$ gives $J-\tfrac23\ln X=-0.504081$, and the program asserts agreement with the constant to $10^{-5}$. Since $Kr\ll1$ over the atom, the linear term is dropped.

For $l>0$, $\bar\rho(0)=0$, the constant in $J$ integrates to zero, and integration by parts gives $4\pi\int J\bar\rho\,'dr=-\tfrac23\langle r^{-3}\rangle$. The operator is $-2a^2/(3\pi mMr^3)$, and $P_T^{\rm mid}=-\tfrac43a_n$. For $l=0$, in atomic units, $4\pi\int\rho'dr=-4/n^3$, and integration by parts from $\varepsilon$ gives
\begin{equation}
4\pi\!\int_0^\infty\!\ln r\,\rho'\,dr=-\frac4{n^3}\ln\varepsilon-\frac4{n^3}\left(-\ln\varepsilon-\gamma_E+c_n\right)=\frac4{n^3}\left(\gamma_E-c_n\right).
\end{equation}
Therefore $P_T^{\rm mid}=\tfrac83[\gamma_E-c_n-\ln(K/ma)-\gamma_E+\tfrac43]$. Adding the low piece removes $K$:
\begin{equation}
P_T=\frac83\left[\ln\frac2a-\ln k_0-c_n+\frac43\right]\ (l=0),\qquad P_T=-\frac83\ln k_0-\frac43a_n\ (l>0).
\label{PT}
\end{equation}
This logarithm is $\ln(ma/ma^2)$: it comes from photon energies between the binding energy and the inverse Bohr radius, a range below that of the seagull logarithm.

\subsection*{(g) The sum}

\textit{Add the three parts, express the result through $a_n$, restore SI constants, and state where the result holds.}

\paragraph{Solution.} For $l=0$ collect like terms in $P_C+P_T+P_S$. The coefficient of $\ln(1/a)$ is $\tfrac83-2=\tfrac23$. The explicit terms in $\ln2$ are $\tfrac83-\tfrac83=0$. The coefficient of $c_n$ is $-\tfrac83-2=-\tfrac{14}3$. The rational constants are $-\tfrac43+\tfrac{32}9+\tfrac{14}3=\tfrac{-12+32+42}9=\tfrac{62}9$. Since $-\tfrac{14}3c_n=-\tfrac73a_n-7$, the constant left over is $\tfrac{62}9-7=-\tfrac19$. For $l>0$ the coefficient of $a_n$ is $-\tfrac43-1=-\tfrac73$. The Salpeter correction is
\begin{equation}
\Delta E=\frac{m^2c^2}M\,\frac{(Z\alpha)^5}{\pi n^3}\left\{\left[\frac23\ln\frac1{Z\alpha}-\frac19\right]\delta_{l0}-\frac83\ln k_0(n,l)-\frac73\,a_n\right\},
\label{final}
\end{equation}
with $a_n$ from (\ref{an}). The term $-\tfrac73a_n$ is the expectation value of one operator, the sum of the seagull $\tfrac12$ and the single-transverse $\tfrac23$:
\begin{equation}
\delta V=-\frac7{6\pi}\,\frac{(Z\alpha)^2\hbar^3}{mMc\,r^3}.
\end{equation}
For $l>0$ it is the whole term. For $l=0$ its cut-off expectation supplies the part of $a_n$ that varies with $n$, while the division of the constant into $-\tfrac19$ and the number 1 inside $a_n$ is a matter of how $a_n$ is defined. The operator arises from photons with $y\sim1/r$, whose travel time is long against $\hbar/mc^2$ and short against the orbital period, so it describes distances $\hbar/mc\ll r\ll\hbar/(mca^2)$. The single-transverse share is the first retardation correction to the Breit interaction. Slower photons, with energies near the binding energy, are represented by $\ln k_0$. The result has no spin operator, so at this order $p_{1/2}$ and $p_{3/2}$ shift equally.

The derivation needs separated scales $ma^2\ll ma\ll m$, and the estimates above put the omitted terms at relative order $a$, up to logarithms; (\ref{final}) is not usable when $Z\alpha$ approaches unity. The Coulomb part and the upper seagull piece probe $r\sim\hbar/mc$, so the point-nucleus values $-\tfrac43$ and $P_S^>$ fail when the nuclear radius is not small against the Compton wavelength of the bound particle, as can happen for a muon. Only the first order in $m/M$ was kept. A nuclear magnetic moment would add at order $1/M$ a term linear in the nuclear spin, which has zero trace over a hyperfine multiplet and is not included.

\subsection*{(h) An evaluation without expansion in $a$}

\textit{Reduce $E_C$, $E_T$, $E_S$ for an $s_{1/2}$ state to radial problems that can be solved numerically without expanding in $a$, and compare with the expansions.}

\paragraph{Solution.} The sums over negative levels are contour integrals along $z=iy$. Closing the upward line to the left runs counterclockwise and encloses only poles with $E_n<0$, so
\begin{equation}
\sum_{\rm neg}\frac{X_{an}Y_{na}}{(E_a-E_n)^\nu}=\int_{-\infty}^\infty\!\frac{dy}{2\pi}\,\frac{\langle a|X\,G(iy)\,Y|a\rangle}{(E_a-iy)^\nu},\qquad\nu=1,2 .
\end{equation}
The case $\nu=2$ with $X=\mathcal F$, $Y=\mathcal F^\dagger$ gives $E_C$, and $\nu=1$ with $X=\mathcal F$, $Y=D(0)$ gives the last term of $E_T$. The other weights are $1/(\Delta^2+y^2)=-\mathrm{Im}\,G(E_a+iy)/y$ and $\Delta/(\Delta^2+y^2)=-\mathrm{Re}\,G(E_a+iy)$, level by level.

For $\kappa=-1$, $\psi=r^{-1}(G\chi,\,-iFs\chi)$ with a constant spinor $\chi$. The $l=1$ function $n^j\chi$ splits into $j=\tfrac12$ and $j=\tfrac32$ parts. The $j=\tfrac12$ functions are $s\xi$ with constant $\xi$, and the angular average of $\xi^\dagger s\,n^j\chi$ is $\xi^\dagger\sigma^j\chi/3$. So the $\kappa=+1$ part is $A^j=\tfrac13s\sigma^j\chi$ and the $\kappa=-2$ part is $B^j=n^j\chi-A^j$. Summed over $j$, their norms are $\tfrac19\cdot3=\tfrac13$ and $\tfrac23$. A function in either channel has the form $r^{-1}(g\,W^j,\,-if\,sW^j)$ with $W=A$ or $B$. The source $\mathcal F^j\psi$ has $(g,f)=(a/r^2)(G,F)$ in both channels, up to its phase. For $D^j=(a/r)[T\alpha^j+(L-T)n^j\boldsymbol\alpha\cdot\mathbf n]$ use $\sigma^js\chi=(2n^j-s\sigma^j)\chi=2B^j-A^j$, $\sigma^j\chi=3sA^j$ and $s^2=1$. Then $\alpha^j\psi=r^{-1}(-iF(2B^j-A^j),\,3G\,sA^j)$ and $n^j\boldsymbol\alpha\cdot\mathbf n\,\psi=r^{-1}(-iF(A^j+B^j),\,G\,s(A^j+B^j))$. Extracting the common phase $-i$,
\begin{align}
\kappa=+1:&\quad(g,f)=\frac ar\big(F(L-2T),\,-G(L+2T)\big),\\
\kappa=-2:&\quad(g,f)=\frac ar\big(F(L+T),\,-G(L-T)\big).
\end{align}
The phase $-i$ combines with the factor $i$ in $\mathcal F$, or in the bra of $D$, to give $+1$. Each matrix element is then $\sum_{\rm channels}w\int(g_1x_g+f_1x_f)\,dr$ with $w=\tfrac13,\tfrac23$, where $x$ solves the inhomogeneous form of (\ref{radial}) at complex energy with the second source. For $p_{1/2}$ the upper and lower angular functions exchange roles and the channels are $\kappa=-1$ and $+2$. The program solves these equations on a logarithmic grid and obtains $\ln k_0$ separately from the Schr\"odinger resolvent.

At $a=10^{-5}$ the Dirac values of $(P_C,P_T,P_S)$ are $(-1.3333,\,29.9964,\,-18.8220)$ for 1S against the derived $(-1.3333,\,29.9958,\,-18.8213)$, and $(-1.3333,\,30.6076,\,-18.7082)$ for 2S against $(-1.3333,\,30.6070,\,-18.7076)$. For $2P_{1/2}$ both give $(0.0000,\,-0.1422,\,-0.1667)$. At $a=10^{-6}$ the 1S values are $(-1.3333,\,36.1361,\,-23.4265)$ against $(-1.3333,\,36.1360,\,-23.4265)$. The program asserts each part and the sum to an absolute $0.003$ in $P$. This tests the order estimates of parts (c), (e) and (f) for these states, since the Dirac calculation drops none of the terms in (\ref{EC})--(\ref{ES}). It does not test the estimates at the end of part (a), which concern the difference between those formulas and the true shift of an excited level. The two values of $a$ also separate the logarithms from the constants: the Dirac $P_T$ of 1S rises by $6.1397$ over the decade, against $\tfrac83\ln10=6.1402$, and $P_S$ falls by $4.6045$, against $2\ln10=4.6052$.

\subsection*{(i) Hydrogen}

\textit{Evaluate the correction for 1S, 2S and 2P in hydrogen, with the proton treated as a spinless point charge, and judge how many digits are meaningful.}

\paragraph{Solution.} The inputs are $\alpha=7.29735\times10^{-3}$, $\ln(1/\alpha)=4.920244$, $m/M=5.44617\times10^{-4}$ and $mc^2/h=1.235590\times10^{20}$~Hz. The frequency unit is
\begin{equation}
\frac{mc^2}h\,\frac mM\,\frac{\alpha^5}\pi=\frac{(1.235590\times10^{20}\,\text{Hz})(5.44617\times10^{-4})(7.29735\times10^{-3})^5}{\pi}=443.24\ \text{kHz}.
\end{equation}
The computed Bethe logarithms are $2.98413$, $2.81177$ and $-0.03002$ for 1S, 2S and 2P. For 1S, with $c_1=-\ln2=-0.69315$,
\begin{align}
P_T&=\tfrac83\,[4.92024+0.69315-2.98413+0.69315+1.33333]=12.4153,\\
P_S&=-2\,[4.92024-2.33333+0.92420-0.69315]=-5.6359,
\end{align}
and $P=-1.3333+12.4153-5.6359=5.4461$. Formula (\ref{final}) with $a_1=-4.38629$ gives the same, $3.28016-0.11111-7.95768+10.23469=5.4461$. In frequency the Coulomb, single-transverse and seagull parts are $-590.99$, $5503.01$ and $-2498.08$~kHz, and $\Delta E/h=5.4461\times443.24\ \text{kHz}=2413.9$~kHz, or $\Delta E=1.60\times10^{-27}$~J.

For 2S, $a_2=-4.5$ and $P=3.28016-0.11111-7.49805+10.50000=6.1710$, made up of $-1.3333$, $13.0265$ and $-5.5222$. Dividing the unit by $n^3=8$ gives $\Delta E/h=6.1710\times443.24/8=341.9$~kHz. For 2P, $a_n=\tfrac16$ and $P=0.0801-0.3889=-0.3088$, made up of $P_T=-0.1422$ and $P_S=-0.1667$, so $\Delta E/h=-17.1$~kHz. The contribution to the 2S--2P interval is $341.9+17.1=359.0$~kHz. In the S states $-\tfrac73a_n$ is the largest single term of (\ref{final}), $10.23$ and $10.50$, and in 2P it is nearly five times the Bethe term in size and fixes the sign.

The accuracy of the 1S number can be read from the method of part (h) at $a=\alpha$. It gives $(P_C,P_T,P_S)=(-1.3112,\,12.5675,\,-5.8264)$ and $P=5.4299$, which differs from the Salpeter value by $-0.0161$, or $-7.2$~kHz. That is $0.3\%$ of $P$ and about $-2.2\,\alpha$, of the expected relative order; the program asserts only that it is below $10\alpha$ in size. The separate parts deviate much more, by $+0.0221$, $+0.1522$ and $-0.1905$. Divided by $a$, the deviations of $P_T$ and $P_S$ are about $21$ and $-26$ at $a=\alpha$ and roughly $60$ and $-70$ at $a=10^{-5}$, where rounding of the printed values alone allows an error of about $10$ in each. This growth suggests terms $a\ln a$ in the two parts that cancel largely or wholly in the sum; that reading is a conjecture from these two points and is not derived here. Replacing $m$ by the reduced mass in $|\psi(0)|^2$ would multiply the result by $(m_r/m)^3=0.998368$, a change of $0.16\%$ or about $4$~kHz in 1S, which indicates the size of the next order in $m/M$ without being its value. Radiative recoil, which carries an extra factor $\alpha$ and was excluded at the start, is a separate term and is not counted in the following estimate. As an estimate of the non-radiative recoil term beyond the static part, the 1S result is thus $2.41$~MHz with an uncertainty of about $0.01$~MHz, since the two effects just estimated, $7$ and about $4$~kHz, can together change the third figure by one unit, and if the omitted terms in $P$ for 2S and for 2P are each about $0.02$ or less in absolute size, as for 1S, which was not computed, the 2S--2P contribution is $0.36$~MHz.

\section*{Table of computed values}
\begin{verbatim}
Fock model PP,PA,AA exact  : [ 0.73783 -0.75827  0.19123]
Fock model PP,PA,AA contour: [ 0.73783 -0.75827  0.19123]
Coulomb integral (1/m) = 0.33333333
int(2T^2+L^2)dx = 1.00000000; with ln x = -0.86122575
J(X)-(2/3)lnX at X=1e-5 = -0.504081
hard seagull + 2 ln(m/2Lam), Lam=1e-8 m = 1.9996
c_1 by quadrature = -0.693147, a_1 = -4.386294
c_2 by quadrature = -0.750000, a_2 = -4.500000
c_3 by quadrature = -0.761202, a_3 = -4.522403
c_4 by quadrature = -0.765186, a_4 = -4.530372
1S a=1e-05 Dirac   P_C,P_T,P_S = -1.3333 29.9964 -18.8220
1S a=1e-05 derived P_C,P_T,P_S = -1.3333 29.9958 -18.8213
2S a=1e-05 Dirac   P_C,P_T,P_S = -1.3333 30.6076 -18.7082
2S a=1e-05 derived P_C,P_T,P_S = -1.3333 30.6070 -18.7076
2P a=1e-05 Dirac   P_C,P_T,P_S = -0.0000 -0.1422 -0.1667
2P a=1e-05 derived P_C,P_T,P_S = 0.0000 -0.1422 -0.1667
1S a=1e-06 Dirac   P_C,P_T,P_S = -1.3333 36.1361 -23.4265
1S a=1e-06 derived P_C,P_T,P_S = -1.3333 36.1360 -23.4265
alpha = 7.2973525643e-03, ln(1/alpha) = 4.920244, m/M = 5.44617021e-04
m c^2/h = 1.23558997e+20 Hz
(m^2c^2/M) alpha^5/(pi h) = 443.2435 kHz
1S: ln k0 = 2.98413, a_n = -4.38629, -(7/3)a_n = 10.23469
1S: P_C = -1.3333, P_T = 12.4153, P_S = -5.6359, P = 5.4461
1S: C -590.99, T 5503.01, S -2498.08, dE/h = 2413.93 kHz
2S: ln k0 = 2.81177, a_n = -4.50000, -(7/3)a_n = 10.50000
2S: P_C = -1.3333, P_T = 13.0265, P_S = -5.5222, P = 6.1710
2S: C -73.87, T 721.74, S -305.96, dE/h = 341.91 kHz
2P: ln k0 = -0.03002, a_n = 0.16667, -(7/3)a_n = -0.38889
2P: P_C = 0.0000, P_T = -0.1422, P_S = -0.1667, P = -0.3088
2P: C 0.00, T -7.88, S -9.23, dE/h = -17.11 kHz
1S: dE = 1.5995e-27 J
2S-2P difference = 359.02 kHz
(m_r/m)^3 = 0.998368 (size of the next order in m/M)
1S all orders at alpha: P_C,P_T,P_S = -1.3112 12.5675 -5.8264
1S all orders P = 5.4299, minus Salpeter = -0.0161 (-7.2 kHz)
\end{verbatim}
